# Jacobi iteration of two induced dipoles and the polarization catastrophe: a numerical check

```python
"""
Result under test: for two isotropic polarizable point sites at distance r,
Jacobi iteration of the induced dipoles has spectral radius
    rho = 2 sqrt(a1 a2) / r^3,   a_i = alpha_i / (4 pi eps0),
and it stops converging at r_c = (4 a1 a2)^(1/6), the distance at which the
polarization energy loses its minimum (polarization catastrophe).
alpha_i: polarizability in C m^2/V; a_i: polarizability volume.
Dipoles are in C m, fields in V/m, lengths in m unless a name ends in _nm.
B: Jacobi iteration matrix; the site axis is z in the worked example.
"""
import math
import numpy as np
from scipy.constants import epsilon_0, nano
from scipy.optimize import brentq

K = 4 * math.pi * epsilon_0
rng = np.random.default_rng(7)


def field_matrix(pos):
    """Matrix giving the field at every site from the dipoles of the others."""
    n_sites = len(pos)
    g = np.zeros((3 * n_sites, 3 * n_sites))
    for i in range(n_sites):
        for j in range(n_sites):
            if i != j:
                d = pos[i] - pos[j]
                dist = np.linalg.norm(d)
                n = d / dist
                block = (3 * np.outer(n, n) - np.eye(3)) / (K * dist**3)
                g[3*i:3*i+3, 3*j:3*j+3] = block
    return g


def jacobi_matrix(pos, alpha):
    return np.repeat(alpha, 3)[:, None] * field_matrix(pos)


def radius(matrix):
    return max(abs(np.linalg.eigvals(matrix)))


def energy(mu, pos, alpha, field):
    """Self energy, pair energy and field energy, summed explicitly."""
    m = mu.reshape(-1, 3)
    total = -mu @ field
    for i in range(len(pos)):
        total += m[i] @ m[i] / (2 * alpha[i])
        for j in range(i):
            d = pos[i] - pos[j]
            dist = np.linalg.norm(d)
            n = d / dist
            total += (m[i] @ m[j] - 3 * (m[i] @ n) * (m[j] @ n)) / (K * dist**3)
    return total


def energy_hessian(pos, alpha):
    """Second differences of the energy, exact for a quadratic function."""
    size = 3 * len(pos)
    step = 1e-30
    unit = step * np.eye(size)
    zero = np.zeros(size)
    single = [energy(u, pos, alpha, zero) for u in unit]
    h = np.zeros((size, size))
    for i in range(size):
        for j in range(i + 1):
            pair = energy(unit[i] + unit[j], pos, alpha, zero)
            h[i, j] = h[j, i] = (pair - single[i] - single[j]) / step**2
    return h


def lowest_curvature(pos, alpha):
    return np.linalg.eigvalsh(energy_hessian(pos, alpha))[0]


def iterate(b, source, start, steps):
    history = [start.copy()]
    for _ in range(steps):
        history.append(source + b @ history[-1])
    return np.array(history)


def pair_positions(r_nm):
    return np.array([[0.0, 0.0, 0.0], [0.0, 0.0, r_nm * nano]])


# Dipole field tensor against the Coulomb field of two opposite charges.
point = np.array([0.11, -0.07, 0.15]) * nano
p_dir = np.array([2.0, -1.0, 2.0]) / 3
gap = 1e-3 * np.linalg.norm(point)
charge = 1e-30 / gap
coulomb = np.zeros(3)
for sign in (1, -1):
    d = point - sign * gap * p_dir / 2
    coulomb += sign * charge * d / (K * np.linalg.norm(d)**3)
tensor_field = field_matrix(np.array([point, np.zeros(3)]))[:3, 3:] @ (1e-30 * p_dir)
assert np.linalg.norm(coulomb - tensor_field) < 1e-5 * np.linalg.norm(coulomb)

# Full spectrum and stability for random sites and random axis directions.
stable_cases = 0
n_cases = 200
for _ in range(n_cases):
    vol = rng.uniform(0.0005, 0.006, 2)
    r_nm = rng.uniform(0.10, 0.25)
    axis = rng.normal(size=3)
    axis /= np.linalg.norm(axis)
    pos = np.array([np.zeros(3), r_nm * nano * axis])
    alpha = K * vol * nano**3
    eig = np.linalg.eigvals(jacobi_matrix(pos, alpha))
    s = math.sqrt(vol[0] * vol[1]) / r_nm**3
    assert np.allclose(np.sort(eig.real), s * np.array([-2, -1, -1, 1, 1, 2]),
                       rtol=1e-9, atol=1e-9)
    assert max(abs(eig.imag)) < 1e-7 * s
    is_minimum = lowest_curvature(pos, alpha) > 0
    assert is_minimum == (max(abs(eig)) < 1)
    stable_cases += int(is_minimum)
assert 0 < stable_cases < n_cases

# Worked example.
a1, a2 = 0.001, 0.004
alpha = K * np.array([a1, a2]) * nano**3
field_strength = 1e9
axial_field = np.array([0, 0, 1, 0, 0, 1.0]) * field_strength
source = np.repeat(alpha, 3) * axial_field
zero = np.zeros(6)
r_c = (4 * a1 * a2)**(1 / 6)
r_perp = (a1 * a2)**(1 / 6)


def pair_b(r_nm):
    return jacobi_matrix(pair_positions(r_nm), alpha)


def solve_pair(r_nm, src):
    return np.linalg.solve(np.eye(6) - pair_b(r_nm), src)


# Two separate root searches: energy curvature and growth of the iterates.
r_energy = brentq(lambda r: lowest_curvature(pair_positions(r), alpha), 0.14, 0.18)
random_source = np.repeat(alpha, 3) * rng.normal(size=6) * field_strength
random_start = rng.normal(size=6) * 1e-31


def log_growth(r_nm):
    path = iterate(pair_b(r_nm), random_source, random_start, 41)
    change = np.linalg.norm(np.diff(path, axis=0), axis=1)
    return 0.5 * math.log(change[40] / change[38])


r_iteration = brentq(log_growth, 0.14, 0.18)
assert abs(r_energy - r_c) < 1e-9
assert abs(r_iteration - r_c) < 1e-9

print("polarizability volumes a1, a2 (nm^3):", a1, a2)
print(f"alpha1, alpha2 (C m^2/V): {alpha[0]:.5e} {alpha[1]:.5e}")
print(f"uniform axial field (V/m): {field_strength:.1e}")
print(f"r_c from formula (nm): {r_c:.6f}")
print(f"r_c from energy curvature (nm): {r_energy:.6f}")
print(f"r_c from growth of iterates (nm): {r_iteration:.6f}")
print(f"transverse critical distance (nm): {r_perp:.6f}")
print(f"random pairs tested, of which stable: {n_cases} {stable_cases}")

# Iterates at a convergent distance.
r_good = 0.20
exact = solve_pair(r_good, source)
path = iterate(pair_b(r_good), source, zero, 20)
rho_good = 2 * math.sqrt(a1 * a2) / r_good**3
errors = path - exact
assert np.allclose(errors[2:], rho_good**2 * errors[:-2], rtol=0,
                   atol=1e-12 * np.linalg.norm(exact))
for i in range(6):
    h = np.zeros(6)
    h[i] = 1e-31
    slope = (energy(exact + h, pair_positions(r_good), alpha, axial_field)
             - energy(exact - h, pair_positions(r_good), alpha, axial_field))
    assert abs(slope) < 1e-10 * field_strength * 1e-31
print(f"r = {r_good:.2f} nm: spectral radius = {radius(pair_b(r_good)):.6f}")
print("step, mu1, mu2 (1e-31 C m), relative error:")
for k in (0, 1, 2, 3, 4, 5, 6, 20):
    rel = np.linalg.norm(errors[k]) / np.linalg.norm(exact)
    print(f"  {k:2d} {path[k, 2]/1e-31:9.5f} {path[k, 5]/1e-31:9.5f} {rel:.3e}")
print(f"  direct solution {exact[2]/1e-31:.5f} {exact[5]/1e-31:.5f}")

# Approach to the catastrophe: axial response and number of steps.
print("r (nm), rho, even steps to error 1e-6, axial volume (nm^3):")
for r_nm in (0.30, 0.20, 0.18, 0.165, 0.16):
    rho = 2 * math.sqrt(a1 * a2) / r_nm**3
    sol = solve_pair(r_nm, source)
    path = iterate(pair_b(r_nm), source, zero, 1000)
    rel = np.linalg.norm(path - sol, axis=1) / np.linalg.norm(sol)
    count = 2 * int(np.argmax(rel[::2] <= 1e-6))
    assert count == 2 * math.ceil(6 / (-2 * math.log10(rho)))
    volume = (sol[2] + sol[5]) / (field_strength * K * nano**3)
    formula = (a1 + a2 + 4*a1*a2/r_nm**3) / (1 - 4*a1*a2/r_nm**6)
    assert abs(volume / formula - 1) < 1e-10
    print(f"  {r_nm:.3f} {radius(pair_b(r_nm)):.5f} {count:4d} {volume:.6f}")

# One step can enlarge an error although the iteration converges.
sol = solve_pair(0.18, source)
kick = np.array([0, 0, 1e-31, 0, 0, 0])
path = iterate(pair_b(0.18), source, sol + kick, 2)
ratio = np.linalg.norm(path - sol, axis=1) / 1e-31
assert ratio[1] > 1 > ratio[2]
assert abs(ratio[1] - 2 * a2 / 0.18**3) < 1e-10
print(f"r = 0.18 nm, error on site 1: after 1 and 2 steps times "
      f"{ratio[1]:.5f} {ratio[2]:.5f}")

# Exactly at the critical distance: linear growth, or bounded oscillation.
path = iterate(pair_b(r_c), source, zero, 200)
mix = math.sqrt(alpha[0] * alpha[1])
growth = field_strength * (alpha + mix)
assert np.allclose(path[200, [2, 5]] / (100 * growth), 1, rtol=1e-9)
print(f"at r_c, gain per two steps mu1, mu2 (1e-31 C m): "
      f"{(path[200, 2]-path[198, 2])/1e-31:.5f} "
      f"{(path[200, 5]-path[198, 5])/1e-31:.5f}")
odd_source = np.zeros(6)
odd_source[2] = alpha[0] * field_strength
odd_source[5] = -alpha[1] * field_strength * math.sqrt(a1 / a2)
path = iterate(pair_b(r_c), odd_source, zero, 20)
size = np.linalg.norm(odd_source)
assert np.linalg.norm(path[20]) < 1e-12 * size
assert np.linalg.norm(path[19] - odd_source) < 1e-12 * size

# Below the critical distance: a solution exists, but it is a saddle.
r_bad = 0.15
sol = solve_pair(r_bad, source)
assert np.linalg.norm(sol - source - pair_b(r_bad) @ sol) < 1e-12 * np.linalg.norm(sol)
path = iterate(pair_b(r_bad), source, zero, 40)
rho_bad = radius(pair_b(r_bad))
assert np.linalg.norm(path[40] - sol) > 100 * np.linalg.norm(sol)
curvatures = np.linalg.eigvalsh(energy_hessian(pair_positions(r_bad), alpha))
assert np.sum(curvatures < 0) == 1
volume = (sol[2] + sol[5]) / (field_strength * K * nano**3)
formula = (a1 + a2 + 4*a1*a2/r_bad**3) / (1 - 4*a1*a2/r_bad**6)
assert volume < 0 and abs(volume / formula - 1) < 1e-10
for omega in np.concatenate([np.linspace(-2, -0.01, 80), np.linspace(0.01, 2, 80)]):
    assert radius(np.eye(6) - omega * (np.eye(6) - pair_b(r_bad))) > 1
print(f"r = {r_bad:.2f} nm: spectral radius = {rho_bad:.5f}")
print(f"  direct solution mu1, mu2 (1e-31 C m): {sol[2]/1e-31:.5f} {sol[5]/1e-31:.5f}")
for k in (10, 20, 40):
    print(f"  iterate {k} mu1, mu2 (1e-31 C m): "
          f"{path[k, 2]/1e-31:.3f} {path[k, 5]/1e-31:.3f}")
print(f"  axial polarizability volume (nm^3): {volume:.6f}")
print(f"  negative energy curvatures (count): {np.sum(curvatures < 0)}")
low_good = lowest_curvature(pair_positions(r_good), alpha)
print(f"lowest curvature at 0.20 and 0.15 nm (J C^-2 m^-2): "
      f"{low_good:.4e} {curvatures[0]:.4e}")

# A transverse field with zero start never excites the axial mode.
transverse = np.repeat(alpha, 3) * np.array([1, 0, 0, 1, 0, 0.0]) * field_strength
path = iterate(pair_b(r_bad), transverse, zero, 200)
sol = solve_pair(r_bad, transverse)
assert np.linalg.norm(path[200] - sol) < 1e-10 * np.linalg.norm(sol)
print(f"  transverse convergence factor at 0.15 nm: {math.sqrt(a1*a2)/r_bad**3:.5f}")

# Three equal sites: Jacobi fails before the catastrophe.
a_tri = 0.001
alpha_tri = K * a_tri * nano**3 * np.ones(3)
triangle = np.array([[0, 0, 0], [1, 0, 0], [0.5, math.sqrt(3)/2, 0]])


def tri_pos(side_nm):
    return triangle * side_nm * nano


side_jacobi = brentq(lambda s: radius(jacobi_matrix(tri_pos(s), alpha_tri)) - 1, 0.12, 0.18)
side_energy = brentq(lambda s: lowest_curvature(tri_pos(s), alpha_tri), 0.12, 0.18)
assert abs(side_jacobi - (3.5 * a_tri)**(1/3)) < 1e-9
assert abs(side_energy - (2.5 * a_tri)**(1/3)) < 1e-9
side = 0.145
b_tri = jacobi_matrix(tri_pos(side), alpha_tri)
omega = 0.8
damped = radius(np.eye(9) - omega * (np.eye(9) - b_tri))
assert lowest_curvature(tri_pos(side), alpha_tri) > 0
assert radius(b_tri) > 1 > damped
print(f"triangle, a = {a_tri} nm^3: Jacobi limit (nm) {side_jacobi:.6f}, "
      f"catastrophe (nm) {side_energy:.6f}")
print(f"triangle side {side} nm: radius plain {radius(b_tri):.5f}, "
      f"damped with omega {omega}: {damped:.5f}")

print("all assertions hold")
```

Printed output:

```
polarizability volumes a1, a2 (nm^3): 0.001 0.004
alpha1, alpha2 (C m^2/V): 1.11265e-40 4.45060e-40
uniform axial field (V/m): 1.0e+09
r_c from formula (nm): 0.158740
r_c from energy curvature (nm): 0.158740
r_c from growth of iterates (nm): 0.158740
transverse critical distance (nm): 0.125992
random pairs tested, of which stable: 200 104
r = 0.20 nm: spectral radius = 0.500000
step, mu1, mu2 (1e-31 C m), relative error:
   0   0.00000   0.00000 1.000e+00
   1   1.11265   4.45060 4.380e-01
   2   2.22530   5.56325 2.500e-01
   3   2.50346   6.67590 1.095e-01
   4   2.78163   6.95406 6.250e-02
   5   2.85117   7.23223 2.737e-02
   6   2.92071   7.30177 1.563e-02
  20   2.96706   7.41766 9.537e-07
  direct solution 2.96707 7.41767
r (nm), rho, even steps to error 1e-6, axial volume (nm^3):
  0.300 0.14815    8 0.005718
  0.200 0.50000   20 0.009333
  0.180 0.68587   38 0.014622
  0.165 0.89045  120 0.041341
  0.160 0.97656  584 0.192253
r = 0.18 nm, error on site 1: after 1 and 2 steps times 1.37174 0.47042
at r_c, gain per two steps mu1, mu2 (1e-31 C m): 3.33795 6.67590
r = 0.15 nm: spectral radius = 1.18519
  direct solution mu1, mu2 (1e-31 C m): -9.26705 -17.51575
  iterate 10 mu1, mu2 (1e-31 C m): 41.409 78.268
  iterate 20 mu1, mu2 (1e-31 C m): 267.852 506.269
  iterate 40 mu1, mu2 (1e-31 C m): 8277.599 15645.571
  axial polarizability volume (nm^3): -0.024071
  negative energy curvatures (count): 1
lowest curvature at 0.20 and 0.15 nm (J C^-2 m^-2): 1.5666e+39 -6.8555e+38
  transverse convergence factor at 0.15 nm: 0.59259
triangle, a = 0.001 nm^3: Jacobi limit (nm) 0.151829, catastrophe (nm) 0.135721
triangle side 0.145 nm: radius plain 1.14806, damped with omega 0.8: 0.85603
all assertions hold
```
